# The Epstein zeta function, its functional equation and the jellium Madelung constant, part 1

(Sections cited here and not found follow in the later parts.)

## The continuation and the functional equation

Place unit point charges on a Bravais lattice $\Lambda$ with one site per cell of volume $V$, and cancel their charge with a rigid uniform background. In Hartree atomic units two unit charges at distance $r$ interact through $1/r$. Once the shape of the lattice is fixed the problem contains a single length, which may be taken as $r_s$, defined by $V=4\pi r_s^3/3$. The static energy per particle has the dimension of an inverse length, so it has the form $e=-\alpha/r_s$ with a pure number $\alpha$, the Madelung constant, that depends on the shape of the lattice and on nothing else. The lattice sums with a definite scaling are

$$Z_\Lambda(s)=\sum_{R\in\Lambda}{}'\,|R|^{-s},\tag{1}$$

where the prime omits $R=0$. Stretching the lattice by a factor $\lambda$ gives $Z_{\lambda\Lambda}(s)=\lambda^{-s}Z_\Lambda(s)$, so the member of the family that scales like $e$ is $s=1$. This is the Epstein zeta function, written with the power $|R|^{-s}$; if it is written with the power $(R^2)^{-w}$ of the quadratic form, the Coulomb case is $w=1/2$. Dimensions also constrain a relation to reciprocal space, once it is assumed to carry a single factor $1/V$, the density of sites. In $d$ dimensions a sum $\sum'|k|^{-s'}$ over the dual lattice scales as (length)$^{s'}$, and after division by $V$ as (length)$^{s'-d}$. This matches the scaling (length)$^{-s}$ of (1) when $s'=d-s$. What dimensions leave open is the meaning of (1) at $s=1$ in three dimensions, where the series diverges, the power of $V$ in the duality (another power would allow another $s'$; the single factor $1/V$ comes from Poisson summation below) and its $s$-dependent factor, and the coefficient between $Z_\Lambda(1)$ and $e$.

Let $a_1,\dots,a_d$ be primitive vectors of $\Lambda$ and let $b_j$ satisfy $a_i\cdot b_j=\delta_{ij}$. The $b_j$ generate the dual lattice $\Lambda^*$, the set of $k$ with $k\cdot R$ an integer for every $R\in\Lambda$. The matrix of the $b_j$ is the inverse transpose of the matrix of the $a_i$, so the dual cell has volume $1/V$ and $\Lambda^{**}=\Lambda$. The reciprocal vectors of the plane-wave method are $G=2\pi k$. The cells attached to sites with $|R|\le r$ do not overlap and lie inside a ball of radius $r$ plus one cell diameter, so the number of such sites is at most $Cr^d$ for large $r$. The shell $2^n\le|R|<2^{n+1}$ therefore contributes at most $C\,2^{(n+1)d}2^{-n\operatorname{Re}s}$ to the absolute value of (1), which is a convergent geometric series for $\operatorname{Re}s>d$, uniformly on $\operatorname{Re}s\ge d+\epsilon$. So (1) defines an analytic function in the half-plane $\operatorname{Re}s>d$.

The power is first written as a superposition of Gaussians. In $\Gamma(s/2)=\int_0^\infty u^{s/2-1}e^{-u}du$, valid for $\operatorname{Re}s>0$, put $u=\pi R^2t$, so that $u^{s/2-1}du=(\pi R^2)^{s/2}t^{s/2-1}dt$:

$$\pi^{-s/2}\,\Gamma(s/2)\,|R|^{-s}=\int_0^\infty t^{s/2-1}e^{-\pi tR^2}dt.\tag{2}$$

The variable $t$ has the dimension (length)$^{-2}$. Define the theta function and the completed zeta function,

$$\theta_\Lambda(t)=\sum_{R\in\Lambda}e^{-\pi tR^2},\qquad \xi_\Lambda(s)=\pi^{-s/2}\,\Gamma(s/2)\,Z_\Lambda(s),$$

where $\theta_\Lambda$ includes the term $R=0$, equal to one. Sum (2) over $R\ne0$. With $s$ replaced by its real part all terms are positive and the sum is finite for $\operatorname{Re}s>d$, so sum and integral may be exchanged:

$$\xi_\Lambda(s)=\int_0^\infty t^{s/2-1}\,[\theta_\Lambda(t)-1]\,dt,\qquad \operatorname{Re}s>d.\tag{3}$$

At large $t$ the integrand is harmless. If $R_1$ is the shortest nonzero lattice vector, then for $t\ge\tau$ each term obeys $e^{-\pi tR^2}\le e^{-\pi(t-\tau)R_1^2}e^{-\pi\tau R^2}$, hence

$$0<\theta_\Lambda(t)-1\le e^{-\pi(t-\tau)R_1^2}\,[\theta_\Lambda(\tau)-1].\tag{4}$$

The restriction on $s$ comes from small $t$, that is from wide Gaussians and distant sites, and that region is controlled by Poisson summation. The function $F(x)=\sum_Re^{-\pi t|x+R|^2}$ is continuous and periodic under $\Lambda$. With $x=\sum_ix_ia_i$ and $k=\sum_jm_jb_j$ one has $k\cdot x=\sum_im_ix_i$, so the expansion $F(x)=\sum_{k\in\Lambda^*}c_ke^{2\pi ik\cdot x}$ is an ordinary Fourier series in the fractional coordinates $x_i$. In the coefficient, the phase is unchanged by $x\to x+R$ because $k\cdot R$ is an integer, and the translated cells tile space:

$$c_k=\frac1V\int_{\rm cell}F(x)\,e^{-2\pi ik\cdot x}d^dx=\frac1V\int_{\mathbb R^d}e^{-\pi t x^2-2\pi ik\cdot x}d^dx.$$

The integral factorises over Cartesian components. For one component let $g(q)=\int e^{-\pi ty^2-2\pi iqy}dy$. Differentiating gives $g'=\int(-2\pi iy)e^{-\pi ty^2}e^{-2\pi iqy}dy$; since $-2\pi iy\,e^{-\pi ty^2}=(i/t)\,\partial_ye^{-\pi ty^2}$, an integration by parts yields $g'=-(i/t)(-2\pi iq)g=-(2\pi q/t)g$. With $g(0)=t^{-1/2}$ this gives $g=t^{-1/2}e^{-\pi q^2/t}$, and

$$\int_{\mathbb R^d}e^{-\pi tx^2-2\pi ik\cdot x}d^dx=t^{-d/2}e^{-\pi k^2/t}.\tag{5}$$

The coefficients are absolutely summable and $F$ is continuous, so the series converges to $F$ at every point. At $x=0$,

$$\theta_\Lambda(t)=\frac{1}{V\,t^{d/2}}\;\theta_{\Lambda^*}(1/t).\tag{6}$$

For the triclinic lattice with primitive vectors $(1,0,0)$, $(0.3,0.9,0)$, $(0.2,-0.25,0.8)$ and $V=0.72$ both sides, summed separately at $t=0.3$, equal $8.4525626391$. As $t\to0$, (6) and (4) show that $\theta_\Lambda=V^{-1}t^{-d/2}$ up to a correction of order $t^{-d/2}e^{-\pi k_1^2/t}$, with $k_1$ the shortest dual vector. The integrand of (3) behaves as $t^{(s-d)/2-1}/V$, integrable at zero just when $\operatorname{Re}s>d$. The obstacle to continuation is thus a pure power, the $k=0$ term, which describes the mean density $1/V$ of sites.

Choose any $\tau>0$ and split (3) at $t=\tau$. Below $\tau$ use (6) and separate the $k=0$ term:

$$\theta_\Lambda(t)-1=V^{-1}t^{-d/2}\,[\theta_{\Lambda^*}(1/t)-1]+V^{-1}t^{-d/2}-1.$$

For $\operatorname{Re}s>d$ the two powers integrate to

$$\frac1V\int_0^\tau t^{(s-d)/2-1}dt=\frac{2\,\tau^{(s-d)/2}}{V(s-d)},\qquad -\int_0^\tau t^{s/2-1}dt=-\frac{2\,\tau^{s/2}}{s}.$$

In the remaining piece substitute $u=1/t$, $dt=-du/u^2$. The power becomes $t^{(s-d)/2-1}|dt|=u^{(d-s)/2+1-2}du=u^{(d-s)/2-1}du$, and the range $0<t<\tau$ becomes $1/\tau<u<\infty$. With the abbreviation $I_\Lambda(a,\tau)=\int_\tau^\infty t^{a-1}[\theta_\Lambda(t)-1]\,dt$,

$$\xi_\Lambda(s)=I_\Lambda\!\Big(\frac s2,\tau\Big)+\frac1V\,I_{\Lambda^*}\!\Big(\frac{d-s}2,\frac1\tau\Big)+\frac{2\,\tau^{(s-d)/2}}{V(s-d)}-\frac{2\,\tau^{s/2}}{s}.\tag{7}$$

By (4) the integrand of $I_\Lambda(a,\tau)$ is bounded by $Ct^{A}e^{-\pi tR_1^2}$ for all $a$ in a bounded set, with $A$ a fixed exponent. The integral converges uniformly there and its integrand is entire in $a$, so $I_\Lambda(a,\tau)$ is entire in $a$; the same holds for $I_{\Lambda^*}$. The right side of (7) is therefore analytic in the whole $s$ plane except for simple poles at $s=d$ and $s=0$. It equals $\xi_\Lambda$ for $\operatorname{Re}s>d$, and by the identity theorem it is the unique analytic continuation. Uniqueness implies that it does not depend on $\tau$, and this can be seen directly. The $\tau$-derivatives of the four terms are $-\tau^{s/2-1}[\theta_\Lambda(\tau)-1]$, then $V^{-1}\tau^{-2}\tau^{1-(d-s)/2}[\theta_{\Lambda^*}(1/\tau)-1]$, then $V^{-1}\tau^{(s-d)/2-1}$, and $-\tau^{s/2-1}$. Their sum is $\tau^{s/2-1}[-\theta_\Lambda(\tau)+V^{-1}\tau^{-d/2}\theta_{\Lambda^*}(1/\tau)]$, which vanishes by (6) for every $s$.

Integrating term by term with $u=\pi R^2t$ turns $I$ into a lattice sum of incomplete gamma functions $\Gamma(a,x)=\int_x^\infty u^{a-1}e^{-u}du$:

$$I_\Lambda(a,\tau)=\sum_R{}'\,(\pi R^2)^{-a}\,\Gamma(a,\pi\tau R^2),\qquad I_{\Lambda^*}(a,1/\tau)=\sum_k{}'\,(\pi k^2)^{-a}\,\Gamma(a,\pi k^2/\tau).\tag{8}$$

The terms fall as $e^{-\pi\tau R^2}$ and $e^{-\pi k^2/\tau}$. A large $\tau$ shortens the direct sum and lengthens the dual one; the leading exponents are equal at $\tau=k_1/R_1$.

The properties of $Z_\Lambda=\pi^{s/2}\xi_\Lambda/\Gamma(s/2)$ follow from those of $1/\Gamma(s/2)$, which is entire with simple zeros at $s=0,-2,-4,\dots$. Near $s=d$ the third term of (7) gives $\xi_\Lambda\simeq2/[V(s-d)]$, so $Z_\Lambda$ has a simple pole with residue $2\pi^{d/2}/[V\,\Gamma(d/2)]$. The numerator is the area $S_d$ of the unit sphere: (5) at $t=1$, $k=0$ reads $1=S_d\int_0^\infty r^{d-1}e^{-\pi r^2}dr=S_d\,\Gamma(d/2)/(2\pi^{d/2})$. The pole is the one produced by a continuum of density $1/V$ outside some radius $r_0$, since $(S_d/V)\int_{r_0}^\infty r^{d-1-s}dr=S_dr_0^{d-s}/[V(s-d)]$. In three dimensions the residue is $4\pi/V$. At $s=0$ the zero of $1/\Gamma(s/2)$ removes the first three terms of (7), while in the fourth $(s/2)\Gamma(s/2)=\Gamma(s/2+1)$ leaves $-\pi^{s/2}\tau^{s/2}/\Gamma(s/2+1)$. Hence

$$Z_\Lambda(0)=-1,\qquad Z_\Lambda(-2n)=0\quad(n=1,2,\dots),\tag{9}$$

for every lattice, the second statement because $\xi_\Lambda$ is finite at $s=-2n$. The value $-1$ traces back to the $-1$ in $\theta_\Lambda-1$, the omitted site at the origin.

The functional equation is a symmetry of (7). Write (7) for the lattice $\Lambda^*$, whose volume is $1/V$ and whose dual is $\Lambda$, at the argument $d-s$, and use the freedom of the split point to choose $1/\tau$:

$$\xi_{\Lambda^*}(d-s)=I_{\Lambda^*}\!\Big(\frac{d-s}2,\frac1\tau\Big)+V\,I_\Lambda\!\Big(\frac s2,\tau\Big)+\frac{2V(1/\tau)^{-s/2}}{-s}-\frac{2\,(1/\tau)^{(d-s)/2}}{d-s}.$$

Divide by $V$. The first two terms become the second and first terms of (7). The third becomes $-2\tau^{s/2}/s$, the fourth term of (7), and the fourth becomes $2\tau^{(s-d)/2}/[V(s-d)]$, the third term of (7). Therefore

$$\pi^{-s/2}\,\Gamma\!\Big(\frac s2\Big)Z_\Lambda(s)=\frac1V\,\pi^{-(d-s)/2}\,\Gamma\!\Big(\frac{d-s}2\Big)Z_{\Lambda^*}(d-s),\tag{10}$$

that is $\xi_\Lambda(s)=V^{-1}\xi_{\Lambda^*}(d-s)$. The pole from the mean density in one lattice is the pole from the omitted origin in the other. For $\operatorname{Re}s<0$ the right side contains a convergent series, so the left half-plane is known from ordinary reciprocal sums; in the strip $0\le\operatorname{Re}s\le d$ neither series converges absolutely. Two cases in $d=3$ are needed below. At $s=1$, $\pi^{-1/2}\Gamma(1/2)=1$ and $\pi^{-1}\Gamma(1)=1/\pi$. At $s=-1$, $\pi^{1/2}\Gamma(-1/2)=-2\pi$ and $\pi^{-2}\Gamma(2)=\pi^{-2}$, and $Z_{\Lambda^*}(4)=(2\pi)^4\sum'G^{-4}$ converges. So

$$Z_\Lambda(1)=\xi_\Lambda(1)=\frac{Z_{\Lambda^*}(2)}{\pi V},\qquad Z_\Lambda(-1)=-\frac{16\pi^4}{2\pi^3V}\sum_G{}'\,G^{-4}=-\frac{8\pi}V\sum_G{}'\,G^{-4}.\tag{11}$$

Since $k^{-2}=4\pi^2G^{-2}$, the first relation says that $Z_\Lambda(1)$ is the continued value of the divergent plane-wave sum $(4\pi/V)\sum'G^{-2}$.

Because (10) is built into (7), a numerical test of it needs a continuation that makes no use of the split. One is obtained from a smooth cutoff in $d=3$. Let $f(r)$ be smooth, equal to one near the origin and rapidly decaying, and write $Z_\Lambda=\sum'fR^{-s}+\sum h(R)$ with $h=(1-f)r^{-s}$. The first sum is entire in $s$. For $\operatorname{Re}s>3$ the periodisation argument used for (6) gives $\sum h(R)=V^{-1}\sum_k\hat h(k)$. The $k=0$ term is integrated by parts, the boundary terms vanishing:

$$\frac{4\pi}V\int_0^\infty(1-f)\,r^{2-s}dr=\frac{4\pi}{V(s-3)}\int_0^\infty(-f')\,r^{3-s}dr,$$

and the last integral is entire in $s$. For $k\neq0$, $\hat h(k)$ equals $(-4\pi^2k^2)^{-n}$ times the transform of $\nabla^{2n}h$, which decays as $r^{-s-2n}$; this continues the $k\ne0$ terms to $\operatorname{Re}s>3-2n$ for any $n$. If $-f'$ is a Gaussian proportional to $e^{-(r-r_c)^2/w^2}$ with its centre $r_c$ many widths $w$ from the origin, these terms are estimated, from the transform of that Gaussian, to be of order $e^{-G^2w^2/4}$, and they are dropped. For the triclinic lattice this route gives $Z(0)=-1.000000000$ and $|Z(-2)|=2.0\times10^{-8}$, and it agrees with (7) for three split points at real, complex and negative $s$. Applied separately to the two sides of (10) it gives $-3.19357012$ on both at $s=1$, and $-0.68625813+0.47278904\,i$ on both at $s=0.4+2i$. At $s=-1.5$ the sides are $0.88171542$ and $0.88171549$. At negative $s$ the cutoff route subtracts two large numbers that grow as the cutoff radius to the power $3-s$; at $s=-1.5$ they are near $8\times10^{5}$, so a small relative error in either is strongly amplified. The difference, $6\times10^{-8}$ before rounding, comes from a relative error of about $7\times10^{-15}$ in the Gauss–Legendre value of the tail integral; with a trapezoidal rule for that integral it falls below $10^{-8}$. A second test uses the integer lattices, where the counting of representations as sums of squares gives, with $w=s/2$, $2\zeta(s)$ in $d=1$, $4\zeta(w)\beta(w)$ in $d=2$ with $\beta$ the Dirichlet beta function, and $8(1-4^{1-w})\zeta(w)\zeta(w-1)$ in $d=4$. These closed forms serve here as outside references and enter no derivation. They agree with (7) at negative, complex and near-pole arguments and reproduce the residue; for the square lattice both give $Z(1)=-3.9002649200$.

A negative value for a series of positive terms shows that the continuation has subtracted something, and (7) tells what. For $0<\operatorname{Re}s<d$ the two elementary terms can be written as integrals over the opposite or the same range. With $p=(s-d)/2$ and $\operatorname{Re}p<0$, $\int_\tau^\infty t^{p-1}dt=-\tau^p/p$, so the third term is $-V^{-1}\int_\tau^\infty t^{s/2-1}t^{-d/2}dt$. The fourth is $-\int_0^\tau t^{s/2-1}dt$ because $\operatorname{Re}s>0$. Undoing the substitution $u=1/t$, the second term is $\int_0^\tau t^{s/2-1}[\theta_\Lambda-V^{-1}t^{-d/2}]dt$ by (6). The first and third terms combine above $\tau$, the second and fourth below, with the same integrand:

$$\xi_\Lambda(s)=\int_0^\infty t^{s/2-1}\Big[\theta_\Lambda(t)-1-\frac1{V\,t^{d/2}}\Big]dt,\qquad 0<\operatorname{Re}s<d.\tag{12}$$

The bracket tends to $-1$ at small $t$ and to $-V^{-1}t^{-d/2}$ at large $t$, which gives convergence at the two ends for $\operatorname{Re}s>0$ and $\operatorname{Re}s<d$. By (5) at $k=0$, $V^{-1}t^{-d/2}$ is the integral of the Gaussian $e^{-\pi tx^2}$ over a uniform density $1/V$. Passing the pole at $s=d$ therefore subtracts, Gaussian by Gaussian, a uniform background of the same mean density as the sites.

At $s=1$, $d=3$ the incomplete gamma functions are elementary. With $u=y^2$, $\Gamma(\tfrac12,x^2)=2\int_x^\infty e^{-y^2}dy=\sqrt\pi\operatorname{erfc}x$, and $\Gamma(1,x)=e^{-x}$. The direct terms in (8) become $(\pi R^2)^{-1/2}\sqrt\pi\operatorname{erfc}(\sqrt{\pi\tau}R)$ and the dual terms $(\pi k^2)^{-1}e^{-\pi k^2/\tau}/V$; the elementary terms are $-1/(V\tau)$ and $-2\sqrt\tau$. Setting $\eta^2=\pi\tau$ and $\pi k^2=G^2/4\pi$,

$$Z_\Lambda(1)=\sum_R{}'\frac{\operatorname{erfc}(\eta R)}R+\frac{4\pi}V\sum_G{}'\frac{e^{-G^2/4\eta^2}}{G^2}-\frac{\pi}{\eta^2V}-\frac{2\eta}{\sqrt\pi}.\tag{13}$$

This is Ewald's formula. Its background term is the remnant of the pole at $s=d$ and its self term the remnant of the pole at $s=0$.

Take the body-centred cubic lattice with cube side $a=1$, so $V=0.5$, and choose $\tau=2$, $\eta=\sqrt{2\pi}=2.506628$; all terms are in units of $1/a$. The 8 nearest sites have $R^2=0.75$, $R=0.866025$, $\eta R=2.17080$, and contribute $8\operatorname{erfc}(2.17080)/0.866025=0.019775218$. The 6 sites at $R^2=1$ give $0.002356504$ and the 12 at $R^2=2$ give $0.000004541$. These add to $0.022136263$, and the full direct sum is $0.022136327$. A dual vector must have integer products with $(1,0,0)$ and its permutations and with $(\frac12,\frac12,\frac12)$, so it has integer components with even sum: the dual lattice is face-centred cubic. Its 12 shortest vectors have $k^2=2$ and give $12\,e^{-\pi}/(\pi\cdot2\cdot0.5)=0.165065009$. The shells $k^2=4,6,8,10$, with $6,24,12,24$ vectors, give $0.001783276$, $0.000205500$, $0.000003330$ and $0.000000230$; the five add to $0.167057345$ and the full dual sum is $0.167057349$. The background term is $-1/(0.5\cdot2)=-1$ and the self term $-2\sqrt2=-2.828427125$. Then

$$Z_{\rm bcc}(1)=0.022136327+0.167057349-1-2.828427125=-3.63923345\ a^{-1}.$$

The cutoff route on the dual lattice gives $Z_{\Lambda^*}(2)=-5.716494535\,a^2$, and (11) requires $-5.716494535/(0.5\,\pi)=-3.63923345$, the same number.

The analytic continuation of $Z_\Lambda(s)$, its functional equation (10) and Ewald's formula (13) for $Z_\Lambda(1)$ are now established. It remains to find the coefficient between $Z_\Lambda(1)$ and the energy per particle $e$, starting from an energy defined without continuation.

Numerical values quoted here were computed with a short program.
